# Equal Pilling-Bedworth Ratios Do Not Guarantee Equal Protection: a numerical check

```python
"""
Result under test: a Pilling-Bedworth ratio R between 1 and 2 does not fix
whether an oxide scale protects. Two scales with equal R but parabolic
constants K a thousandfold apart give opposite verdicts.

R      oxide volume per metal atom / metal volume per metal atom
x, h   oxide thickness and metal loss, h = x/R
K      parabolic constant, x^2 = K t, with K = 2 D dN for dilute vacancies
D, dN  vacancy chemical diffusion coefficient, difference in site fraction
x_s    least thickness whose stored elastic energy can pay for debonding
Lengths are in cm and times in s unless a name says otherwise.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, zero_Celsius
from scipy.optimize import brentq, minimize_scalar

UM = 1.0e-4       # cm per micrometre
HOUR = 3600.0


def simulated_K_over_D(dN, n=60):
    """Moving-boundary vacancy diffusion, D = 1, inner vacancy fraction 0.
    u = N/dN on a grid scaled to the growing thickness; z = x^2."""
    s = np.linspace(0, 1, n + 1)
    ds = s[1]
    u = s**2                         # deliberately not the steady profile
    z, t, dt = 1.0, 0.0, 1e-3
    middle = None

    def outer_slope(v):
        return (3*v[-1] - 4*v[-2] + v[-3]) / (2*ds)

    i = np.arange(1, n)
    while z < 100:
        zdot = 2*dN*outer_slope(u) / (1 - dN)
        dt = min(1.1*dt, 0.01*z/zdot)
        diffusion = dt / (z*ds**2)
        advection = dt*s[i]*zdot / (2*z) / (2*ds)
        matrix = np.eye(n + 1)
        matrix[i, i] += 2*diffusion
        matrix[i, i - 1] = -diffusion + advection
        matrix[i, i + 1] = -diffusion - advection
        rhs = u.copy()
        rhs[0], rhs[-1] = 0.0, 1.0
        u = np.linalg.solve(matrix, rhs)
        z += dt*2*dN*outer_slope(u) / (1 - dN)
        t += dt
        if middle is None and z > 10:
            middle = (z, t)
    return (z - middle[0]) / (t - middle[1])


def loss_with_spalling(K, R, x_limit, time):
    """Metal loss if the whole scale is lost each time it reaches x_limit."""
    cycle = x_limit**2 / K
    full = np.floor(time/cycle)
    return (full*x_limit + np.sqrt(K*(time - full*cycle))) / R


def marched_loss(K, R, x_limit, time, steps=2000):
    """Same quantity by marching dx/dt = K/(2x) with a reset at x_limit."""
    dx = x_limit / steps
    elapsed, loss, j = 0.0, 0.0, 0
    while elapsed < time:
        elapsed += 2*(j + 0.5)*dx*dx / K
        loss += dx / R
        j = (j + 1) % steps
    return loss


# Rounded room-temperature cell edges in angstrom; volumes per metal atom
R_NiO = (4.18**3/4) / (3.52**3/4)
R_Cu2O = (4.27**3/4) / (3.61**3/4)
R_Cr2O3 = (np.sqrt(3)/2*4.96**2*13.6/12) / (2.88**3/2)
assert abs(R_NiO/R_Cu2O - 1) < 0.03
assert 1 < R_Cu2O < 2 and 1 < R_NiO < 2 < R_Cr2O3

# Model oxides: the same R and D, different vacancy fractions
R = 1.65
D = 5.0e-7
dN_A, dN_B = 1.0e-7, 1.0e-4
K_A, K_B = 2*D*dN_A, 2*D*dN_B
K_sim_A = D*simulated_K_over_D(dN_A)
K_sim_B = D*simulated_K_over_D(dN_B)
assert abs(K_sim_A/K_A - 1) < 1e-3
assert abs(K_sim_B/K_B - 1) < 1e-3
assert abs(K_sim_B/K_sim_A/1000 - 1) < 2e-3
dense_dN = 0.3
dense_ratio = simulated_K_over_D(dense_dN) / (2*dense_dN)
assert dense_ratio > 1.2             # the dilute formula must fail here
R_shift = R/(1 - dN_B) - R

# Loss in service while the scale stays attached
service = 1.0e4*HOUR
allowance = 50*UM
sheet = 2000*UM
x_A, x_B = np.sqrt(K_A*service), np.sqrt(K_B*service)
h_A, h_B = x_A/R, x_B/R
K_max = (R*allowance)**2 / service
for K, expected in ((K_A, h_A), (K_B, h_B), (K_max, allowance)):
    assert abs(marched_loss(K, R, 0.1, service)/expected - 1) < 0.03
for trial_R in np.linspace(1, 2, 11):
    assert marched_loss(K_A, trial_R, 0.1, service) < allowance
    assert marched_loss(K_B, trial_R, 0.1, service) > allowance

# Elastic energy on cooling; moduli in Pa, energies in J/m^3 and J/m^2
E, nu = 200e9, 0.3
T_hot_C, T_cold_C = 1000.0, 20.0
delta_alpha = 2.0e-6
interface_energy = 40.0
strain = delta_alpha*(T_hot_C - T_cold_C)
stress = E*strain/(1 - nu)
energy_density = E*strain**2/(1 - nu)


def relaxed_energy(e):
    """Isotropic 3D energy, in-plane strain e, free normal strain q*e."""
    lam = E*nu/((1 + nu)*(1 - 2*nu))
    mu = E/(2*(1 + nu))
    fit = minimize_scalar(
        lambda q: (0.5*lam*(2 + q)**2 + mu*(2 + q*q)) / E)
    return fit.fun*E*e*e


step = 0.01*strain
stress_numeric = (relaxed_energy(strain + step)
                  - relaxed_energy(strain - step)) / (4*step)
assert abs(relaxed_energy(strain)/energy_density - 1) < 1e-7
assert abs(stress_numeric/stress - 1) < 1e-7
naive_strain = R**(1/3) - 1
naive_stress = E*naive_strain/(1 - nu)
x_s = 100*interface_energy/energy_density      # metre to cm
time_A, time_B = x_s**2/K_A, x_s**2/K_B
assert x_A < x_s < x_B

# Worst case for B: complete loss of the scale at every arrival at x_s
loss_per_cycle = x_s/R
full_cycles = np.floor(sheet/loss_per_cycle)
remaining = sheet - full_cycles*loss_per_cycle
sheet_life_B = full_cycles*time_B + (R*remaining)**2/K_B
mean_rate_B = K_B/(R*x_s)
assert abs(marched_loss(K_B, R, x_s, sheet_life_B)/sheet - 1) < 1e-3
many = 50*time_B
assert abs(marched_loss(K_B, R, x_s, many)/(mean_rate_B*many) - 1) < 1e-3
assert sheet_life_B < service


# Finite sheet free to stretch and bend, film and sheet of equal modulus
def stored_length(x):
    H = sheet - x/R
    total = H + x
    gram = np.array([[total, total**2/2], [total**2/2, total**3/3]])
    load = np.array([x, (total**2 - H**2)/2])
    return x - load @ np.linalg.solve(gram, load)


x_s_bending = brentq(lambda x: stored_length(x) - x_s, x_s, 1.5*x_s)

# Temperature error, with an assumed activation energy for K
activation_eV = 2.5
T_hot = T_hot_C + zero_Celsius


def K_factor(T):
    return np.exp(activation_eV*elementary_charge/Boltzmann*(1/T_hot - 1/T))


T_limit_A = brentq(lambda T: K_A*K_factor(T) - K_max, T_hot, T_hot + 600)

# Growth stress of the same sign as the cooling stress
spare_stress = stress*(np.sqrt(x_s/x_A) - 1)
growth_stress = 0.5e9
x_s_growth = x_s*(stress/(stress + growth_stress))**2
h_A_spalling = loss_with_spalling(K_A, R, x_s_growth, service)
assert abs(marched_loss(K_A, R, x_s_growth, service)/h_A_spalling - 1) < 1e-3
assert h_A_spalling < allowance

print(f"R from rounded cells, NiO: {R_NiO:.2f}")
print(f"R from rounded cells, Cu2O: {R_Cu2O:.2f}")
print(f"R from rounded cells, Cr2O3: {R_Cr2O3:.2f}")
print(f"Model R, both oxides: {R:.2f}")
print(f"Vacancy diffusion coefficient D: {D:.1e} cm2/s")
print(f"Vacancy fraction difference A, B: {dN_A:.1e}, {dN_B:.1e}")
print(f"K = 2 D dN for A, B: {K_A:.2e}, {K_B:.2e} cm2/s")
print(f"K simulated for A, B: {K_sim_A:.4e}, {K_sim_B:.4e} cm2/s")
print(f"K simulated / formula at dN = {dense_dN}: {dense_ratio:.2f}")
print(f"Shift of R from vacancies in B: {R_shift:.1e}")
print(f"Service time: {service/HOUR:.0f} h = {service:.2e} s")
print(f"Sheet thickness: {sheet/UM:.0f} um")
print(f"Allowed metal loss: {allowance/UM:.0f} um")
print(f"Oxide thickness A, B (attached): {x_A/UM:.1f}, {x_B/UM:.0f} um")
print(f"Metal loss A, B (attached): {h_A/UM:.1f}, {h_B/UM:.0f} um")
print(f"Loss ratio B/A: {h_B/h_A:.1f}")
print(f"Loss of A at R=1, R=2: {x_A/UM:.1f}, {x_A/2/UM:.1f} um")
print(f"Loss of B at R=1, R=2: {x_B/UM:.0f}, {x_B/2/UM:.0f} um")
print(f"Largest K within allowance: {K_max:.2e} cm2/s")
print(f"Largest K / K_A: {K_max/K_A:.1f}")
print(f"K_B / largest K: {K_B/K_max:.1f}")
print(f"Young modulus, Poisson ratio: {E/1e9:.0f} GPa, {nu:.1f}")
print(f"Naive strain R^(1/3)-1: {naive_strain:.3f}")
print(f"Naive stress: {naive_stress/1e9:.0f} GPa")
print(f"Hot, cold temperature: {T_hot_C:.0f}, {T_cold_C:.0f} degC")
print(f"Expansion mismatch: {delta_alpha:.1e} 1/K")
print(f"Cooling misfit strain: {strain:.5f}")
print(f"Cooling stress magnitude: {stress/1e9:.2f} GPa")
print(f"Stored energy density: {energy_density/1e6:.3f} MJ/m3")
print(f"Interface energy: {interface_energy:.0f} J/m2")
print(f"Spalling threshold x_s: {x_s/UM:.1f} um")
print(f"Time to x_s, A: {time_A/HOUR:.0f} h")
print(f"Time to x_s, B: {time_B/HOUR:.1f} h")
print(f"Metal loss per spalling cycle: {loss_per_cycle/UM:.1f} um")
print(f"Mean loss rate B, spalling: {mean_rate_B*HOUR/UM:.3f} um/h")
print(f"Complete cycles before sheet B is gone: {full_cycles:.0f}")
print(f"Sheet life B, repeated spalling: {sheet_life_B/HOUR:.0f} h")
print(f"x_s with sheet stretching and bending: {x_s_bending/UM:.1f} um")
print(f"Assumed activation energy of K: {activation_eV:.1f} eV")
print(f"Factor in K for 50 K hotter: {K_factor(T_hot + 50):.2f}")
print(f"A reaches allowance at: {T_limit_A - zero_Celsius:.0f} degC")
print(f"Growth stress that lets A spall: {spare_stress/1e9:.2f} GPa")
print(f"Trial growth stress: {growth_stress/1e9:.1f} GPa")
print(f"x_s with trial growth stress: {x_s_growth/UM:.1f} um")
print(f"Loss of A with that spalling: {h_A_spalling/UM:.1f} um")
print("OK")
```

Printed output:

```
R from rounded cells, NiO: 1.67
R from rounded cells, Cu2O: 1.65
R from rounded cells, Cr2O3: 2.02
Model R, both oxides: 1.65
Vacancy diffusion coefficient D: 5.0e-07 cm2/s
Vacancy fraction difference A, B: 1.0e-07, 1.0e-04
K = 2 D dN for A, B: 1.00e-13, 1.00e-10 cm2/s
K simulated for A, B: 1.0000e-13, 1.0001e-10 cm2/s
K simulated / formula at dN = 0.3: 1.26
Shift of R from vacancies in B: 1.7e-04
Service time: 10000 h = 3.60e+07 s
Sheet thickness: 2000 um
Allowed metal loss: 50 um
Oxide thickness A, B (attached): 19.0, 600 um
Metal loss A, B (attached): 11.5, 364 um
Loss ratio B/A: 31.6
Loss of A at R=1, R=2: 19.0, 9.5 um
Loss of B at R=1, R=2: 600, 300 um
Largest K within allowance: 1.89e-12 cm2/s
Largest K / K_A: 18.9
K_B / largest K: 52.9
Young modulus, Poisson ratio: 200 GPa, 0.3
Naive strain R^(1/3)-1: 0.182
Naive stress: 52 GPa
Hot, cold temperature: 1000, 20 degC
Expansion mismatch: 2.0e-06 1/K
Cooling misfit strain: 0.00196
Cooling stress magnitude: 0.56 GPa
Stored energy density: 1.098 MJ/m3
Interface energy: 40 J/m2
Spalling threshold x_s: 36.4 um
Time to x_s, A: 36892 h
Time to x_s, B: 36.9 h
Metal loss per spalling cycle: 22.1 um
Mean loss rate B, spalling: 0.599 um/h
Complete cycles before sheet B is gone: 90
Sheet life B, repeated spalling: 3331 h
x_s with sheet stretching and bending: 39.4 um
Assumed activation energy of K: 2.5 eV
Factor in K for 50 K hotter: 2.37
A reaches allowance at: 1189 degC
Growth stress that lets A spall: 0.22 GPa
Trial growth stress: 0.5 GPa
x_s with trial growth stress: 10.2 um
Loss of A with that spalling: 22.8 um
OK
```
